\section*{Choosing the Physical Bruggeman Root for Composites with Lossy or Metallic Grains}

\section{Definitions and the quadratic}

Two kinds of spherical grain fill a composite, with volume fractions $f_1,f_2>0$, $f_1+f_2=1$, and relative permittivities $\varepsilon_1,\varepsilon_2\neq0$. Fields vary as $e^{-i\omega t}$, so a passive medium has $\operatorname{Im}\varepsilon\ge0$, and a medium is called lossy if the inequality is strict. The algebra is in atomic units, where $\omega$ is also the photon energy $E$; numerical energies are in eV.

Bruggeman's mean-field model places each grain in the unknown effective medium $\varepsilon$ and requires the average dipole polarization to vanish:
\begin{equation}
f_1\frac{\varepsilon_1-\varepsilon}{\varepsilon_1+2\varepsilon}
+f_2\frac{\varepsilon_2-\varepsilon}{\varepsilon_2+2\varepsilon}=0 .
\label{eq:brug}
\end{equation}
Multiplying by both denominators produces the products
\begin{align}
(\varepsilon_1-\varepsilon)(\varepsilon_2+2\varepsilon)&=\varepsilon_1\varepsilon_2+(2\varepsilon_1-\varepsilon_2)\varepsilon-2\varepsilon^2,\\
(\varepsilon_2-\varepsilon)(\varepsilon_1+2\varepsilon)&=\varepsilon_1\varepsilon_2+(2\varepsilon_2-\varepsilon_1)\varepsilon-2\varepsilon^2 .
\end{align}
Weighting them by $f_1$ and $f_2$ and using $f_1+f_2=1$ gives
\begin{equation}
2\varepsilon^2-b\varepsilon-\varepsilon_1\varepsilon_2=0,\qquad
b=(2f_1-f_2)\varepsilon_1+(2f_2-f_1)\varepsilon_2 ,
\label{eq:quad}
\end{equation}
with roots $(b\pm\sqrt D)/4$, where $D=b^2+8\varepsilon_1\varepsilon_2$. For positive permittivities the product of the roots, $-\varepsilon_1\varepsilon_2/2$, is negative. Exactly one root is then positive, and it carries the plus sign.

\section{What the naive formula does}

The naive scheme keeps that plus sign and takes the principal square root, whose real part is never negative, for complex data too. The dilute limit shows the fault. As $f_1\to0$, $b\to-\varepsilon_1+2\varepsilon_2$ and
\begin{equation}
D\to(-\varepsilon_1+2\varepsilon_2)^2+8\varepsilon_1\varepsilon_2=(\varepsilon_1+2\varepsilon_2)^2 .
\end{equation}
The root must be $\varepsilon_2$, because no grains of medium 1 are left. This requires $\sqrt D=\varepsilon_1+2\varepsilon_2$. If $\operatorname{Re}(\varepsilon_1+2\varepsilon_2)<0$, the principal root has the opposite sign and the formula returns $-\varepsilon_1/2$: a composite without metal is given a permittivity set by the metal, with gain if the metal is lossy.

The sign should therefore be continued from positive permittivities. Two questions must be settled first: which paths are allowed, and whether the result depends on the path.

\section{Loss separates the two roots}

Let at least one medium be lossy and suppose that a real $\varepsilon\ne0$ solves \eqref{eq:brug}. Since
\begin{equation}
\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon}=1-\frac{3\varepsilon}{\varepsilon_i+2\varepsilon},
\label{eq:split}
\end{equation}
the imaginary part of the left side of \eqref{eq:brug} is
\begin{equation}
3\varepsilon\sum_i f_i\frac{\operatorname{Im}\varepsilon_i}{|\varepsilon_i+2\varepsilon|^2}\neq0 ,
\end{equation}
a contradiction. Two cases remain for \eqref{eq:quad}: $\varepsilon=0$, which was set aside above, and $\varepsilon=-\varepsilon_i/2$, where clearing denominators could have added a root. At zero the left side of \eqref{eq:quad} is $-\varepsilon_1\varepsilon_2\neq0$. If $\varepsilon_2$ is real, its value at $-\varepsilon_2/2$ is
\begin{equation}
\frac{\varepsilon_2}{2}\left(\varepsilon_2+b-2\varepsilon_1\right)
=\frac{3f_2}{2}\,\varepsilon_2(\varepsilon_2-\varepsilon_1),
\end{equation}
because $2f_1-f_2-2=-3f_2$ and $2f_2-f_1+1=3f_2$. This is nonzero, since $\varepsilon_1$ must then be the lossy medium. Exchanging the labels covers the other case.

So no root lies on the real axis while there is loss. Any such pair can be joined to $\varepsilon_1=\varepsilon_2=i$ by a straight line, along which loss persists. The roots move continuously and cannot cross the axis. At the end point, \eqref{eq:quad} with $\varepsilon_1=\varepsilon_2=z$ is $(\varepsilon-z)(2\varepsilon+z)=0$, with roots $i$ and $-i/2$. Hence a lossy passive composite has exactly one root in the upper half-plane and one in the lower, and the two never meet.

\section{Factoring the discriminant}

The sign is lost because the phase of $D$ can exceed $\pi$, where the principal root has its cut. The cure is to write $D$ as a product of factors whose phases cannot. Let $p=\sqrt{f_1}$, $q=\sqrt{f_2}$ and
\begin{equation}
A_\pm=\sqrt2\,p\pm q,\qquad B_\pm=\sqrt2\,q\pm p .
\end{equation}
Then $A_+A_-=2f_1-f_2$ and $B_+B_-=2f_2-f_1$, so $b=A_+A_-\varepsilon_1+B_+B_-\varepsilon_2$. Define
\begin{equation}
u=A_+^2\varepsilon_1+B_-^2\varepsilon_2,\qquad
v=A_-^2\varepsilon_1+B_+^2\varepsilon_2 .
\end{equation}
In $uv$ the coefficients of $\varepsilon_1^2$ and $\varepsilon_2^2$ are those of $b^2$. For the mixed term, $p^2+q^2=1$ gives
\begin{equation}
A_+B_+=3pq+\sqrt2,\qquad A_-B_-=3pq-\sqrt2 .
\end{equation}
The mixed coefficient of $uv$ is therefore
\begin{equation}
(A_+B_+)^2+(A_-B_-)^2=18f_1f_2+4 ,
\end{equation}
while that of $D$ is
\begin{equation}
2A_+A_-B_+B_-+8=2(9f_1f_2-2)+8=18f_1f_2+4 .
\end{equation}
Thus $D=uv$. All coefficients in $u$ and $v$ are nonnegative, so for passive media both factors stay in the closed upper half-plane. There the principal root, with phase between $0$ and $\pi/2$, is continuous. The scheme is
\begin{equation}
\boxed{\ \varepsilon=\frac{b+w}{4},\qquad w=\sqrt u\,\sqrt v\ }
\label{eq:result}
\end{equation}
with the two roots taken separately.

This is the continued root. It is positive for positive data and continuous over all passive data. At $\varepsilon_1=\varepsilon_2=i$ the cross terms cancel, $u=v=3i$, $b=i$, and \eqref{eq:result} gives $i$, the root in the upper half-plane. It stays there wherever there is loss. Every path from positive permittivities that stays passive, with loss between its start and its end, gives this value.

\section{Where the principal root fails}

The phase of $w$ is $(\arg u+\arg v)/2$, between $0$ and $\pi$. The principal root of $D$ has the wrong sign when $\arg u+\arg v>\pi$. Take a lossless host $\varepsilon_2=\varepsilon_h>0$, a lossy metal $\varepsilon_1$ and $f_1\neq1/3$. Then
\begin{equation}
D=(3f_1-1)^2(\varepsilon_1+\rho_-\varepsilon_h)(\varepsilon_1+\rho_+\varepsilon_h),\quad
\rho_-=\frac{B_-^2}{A_+^2},\quad \rho_+=\frac{B_+^2}{A_-^2},
\label{eq:D}
\end{equation}
where $A_+A_-=3f_1-1$. Its imaginary part is
\begin{equation}
\operatorname{Im}D=(3f_1-1)^2\operatorname{Im}\varepsilon_1\left[2\operatorname{Re}\varepsilon_1+(\rho_-+\rho_+)\varepsilon_h\right].
\end{equation}
The total phase lies between $0$ and $2\pi$, so it exceeds $\pi$ exactly when $\operatorname{Im}D<0$. Comparing the mixed terms of $uv$ and \eqref{eq:D} gives $\rho_-+\rho_+=(4+18f_1f_2)/(3f_1-1)^2$. The principal root is therefore wrong if and only if
\begin{equation}
\operatorname{Re}\varepsilon_1<-\rho\,\varepsilon_h,\qquad
\rho=\frac{2+9f_1f_2}{(3f_1-1)^2} .
\label{eq:law}
\end{equation}
The metal's loss does not enter, so adding damping at fixed $\operatorname{Re}\varepsilon_1$ cannot cure the fault.

For $f_1\to0$, $\rho\to2$, the dipole resonance of a metal sphere in the host. For $f_1\to1$, $\rho\to1/2$, the resonance of a spherical host inclusion in the metal. At $f_1=1/3$, $A_-=0$ and $\operatorname{Im}D=A_+^2B_+^2\varepsilon_h\operatorname{Im}\varepsilon_1>0$: there is no failure.

At the threshold $w$ is imaginary, so $\operatorname{Re}\varepsilon=\operatorname{Re}b/4$. Inserting $\operatorname{Re}\varepsilon_1=-\rho\varepsilon_h$,
\begin{equation}
\operatorname{Re}\varepsilon=\frac{\varepsilon_h}{4}\,
\frac{2+9f_1f_2+(2-3f_1)(1-3f_1)}{1-3f_1}
=\frac{\varepsilon_h}{1-3f_1},
\label{eq:reeps}
\end{equation}
because $9f_1f_2=9f_1-9f_1^2$ cancels $-9f_1+9f_1^2$ from the product. The false jump is purely imaginary: it leaves the real part continuous and turns absorption into gain.

\section{Lossless metals and cancellation}

One might instead compute both roots and keep the one with $\operatorname{Im}\varepsilon>0$. With loss this is correct in exact arithmetic, but it gives no decision when both roots are real. Let $\varepsilon_1=-r\varepsilon_h$ with $r>0$ and loss tending to zero. Then $u$ has the sign of $\rho_--r$ and $v$ that of $\rho_+-r$, so
\begin{equation}
w=\begin{cases}
+\sqrt{D}, & r<\rho_-,\\
+i\sqrt{|D|}, & \rho_-<r<\rho_+,\\
-\sqrt{D}, & r>\rho_+ .
\end{cases}
\end{equation}
In the middle range the composite absorbs although neither constituent has finite loss: in this model the limit of vanishing damping leaves a continuous band of grain resonances. For $r>\rho_+$ and $f_1<1/3$, both roots are positive, since their product is $r\varepsilon_h^2/2$ and $b>0$. Positivity cannot choose between them either; \eqref{eq:result} selects the smaller. In floating-point work a negative real $u$ or $v$ must carry a positive zero as its imaginary part.

For $|\varepsilon_1|\to\infty$ with $f_1<1/3$, $w\to(1-3f_1)\varepsilon_1$ cancels the leading part of $b$. The identity
\begin{equation}
(b+w)(b-w)=b^2-D=-8\varepsilon_1\varepsilon_2
\end{equation}
supplies the equivalent form
\begin{equation}
\varepsilon=-\frac{2\varepsilon_1\varepsilon_2}{b-w},
\label{eq:stable}
\end{equation}
to be used when $|b-w|>|b+w|$. It also gives the limit $\varepsilon\to\varepsilon_h/(1-3f_1)$. For $\varepsilon_1=-10^9+10^8i$, $\varepsilon_h=5.2$ and $f_1=0.1$, the direct sum has a relative error of $4\times10^{-9}$ against a 60-digit reference, while \eqref{eq:stable} is accurate to rounding. Neither form removes the sensitivity near $D=0$, where a small error $\delta$ in $D$ shifts the root by an amount of order $\sqrt{|\delta|}$.

\section{Continuation by steps, and a forbidden path}

Stepwise continuation chooses each new $w$ so that $\operatorname{Re}(w_{\rm new}w_{\rm old}^*)\ge0$. It is reliable if $w$ turns by less than $\pi/2$ per step. A single step from positive data, where $w_{\rm old}>0$, is the principal root itself. For 400 random passive pairs, with moduli from $e^{-2}$ to $e^2$, phases from $0.15$ to $\pi-0.15$ and $f_1$ from $0.03$ to $0.97$, the phases were raised from zero in equal steps. One step gave 209 wrong roots; runs with 2, 4, 16 and 4000 steps gave none.

Two steps are still no guarantee. For $f_1\to0$, $w=\varepsilon_1+2\varepsilon_2$. With $\varepsilon_2=1$ and $\varepsilon_1=2.2\,e^{i\theta}$, $\theta$ just below $\pi$, $w$ goes from about $2+2.2i$ at half phase to about $-0.2$. The turn exceeds $\pi/2$ and the step picks the wrong sign. This example needs a very dilute mixture: with $\theta=\pi-0.02$ it fails at $f_1=10^{-4}$, but two steps give the right root at $f_1=0.01$. Equation \eqref{eq:result} has no step size to choose.

A path through gain can end on the wrong root, depending on where it crosses back. Hold $\varepsilon_h=5.2$ and $f_1=0.1$, and move $\varepsilon_1$ from $5.2$ through $-20-10i$ and $-20+10i$ to $-40+5i$. It crosses the real axis from below between the zeros of $u$ and $v$, arriving with $w=-i|w|$ where a passive path has $+i|w|$. Fine steps then end at $9.56-5.35i$, whereas the straight passive path ends at $8.86+3.60i$.

An independent route to the same root follows from \eqref{eq:split}. The condition becomes $3\varepsilon\sum_i f_i/(\varepsilon_i+2\varepsilon)=1$, which suggests the iteration
\begin{equation}
\varepsilon\ \to\ \Big[3\sum_i\frac{f_i}{\varepsilon_i+2\varepsilon}\Big]^{-1}.
\end{equation}
Inversion exchanges the half-planes, and it is applied twice, so the map keeps $\varepsilon$ in the upper one. Started from $i$ for the same 400 pairs, it agreed with \eqref{eq:result} after 20\,000 iterations, with an error below $10^{-15}(|\varepsilon_1|+|\varepsilon_2|)$.

\section{Metal grains in a SrTiO$_3$ film}

Consider conducting-nitride-like grains filling $10\%$ of a SrTiO$_3$ film, probed by light below the host gap of roughly 3 eV. The rough host value is $\varepsilon_h=5.2$. It is an optical permittivity; the far larger static value, due to the lattice, is not used. The grains follow
\begin{equation}
\varepsilon_1(E)=\varepsilon_b-\frac{E_p^2}{E(E+i\gamma)},
\end{equation}
with rough values $\varepsilon_b=5$, $E_p=7$ eV and $\gamma=0.3$ eV. A constant $\varepsilon_b$ omits the interband absorption that real nitrides show in the visible, so this form is meant for the near infrared only.

At $E=1$ eV, $\varepsilon_1=-39.95+13.49i$. Then
\begin{align}
b&=-0.7\,\varepsilon_1+1.7\,\varepsilon_h=36.81-9.44i,\\
u&=1.9485\,\varepsilon_1+1.0515\,\varepsilon_h=-72.38+26.28i,\\
v&=0.2515\,\varepsilon_1+2.7485\,\varepsilon_h=4.25+3.39i .
\end{align}
The phases of $u$ and $v$ are $160^\circ$ and $39^\circ$. Their sum exceeds $180^\circ$, so the principal root fails. The separate roots give $w=-3.32+20.18i$ and $\varepsilon=(b+w)/4=8.37+2.69i$; the naive formula gives $(b-w)/4=10.03-7.41i$.

The false jump follows from \eqref{eq:law}. With $\rho=2.81/0.49=5.735$ and $\operatorname{Re}\varepsilon_1=\varepsilon_b-E_p^2/(E^2+\gamma^2)$,
\begin{equation}
E_{\rm jump}=\sqrt{\frac{E_p^2}{\varepsilon_b+\rho\varepsilon_h}-\gamma^2}
=\sqrt{\frac{49}{34.82}-0.09}=1.148\ \text{eV},
\end{equation}
or 1080 nm. A scan for the sign change of the naive root finds the same energy. There the naive value switches from $7.43-6.58i$ below to $7.43+3.40i$ above, while the physical root passes smoothly through the latter. The common real part is $5.2/0.7$, as \eqref{eq:reeps} requires. The digits belong to the model, not to a real film: $E_p=6$ or $8$ eV moves the jump to 0.97 or 1.32 eV, and $f_1=0.13$ or $0.07$ moves it to 0.97 or 1.33 eV. With $E_p=6$ eV or $f_1=0.13$ the naive root is correct at 1 eV. Host loss, which \eqref{eq:law} excludes, also shifts the jump: $\varepsilon_h=5.2+0.3i$ gives 1.24 eV.

Causality provides a check through an integral over the whole spectrum. For $f_1<1/3$ the composite has no zero-frequency pole; a Drude pole at larger $f_1$ would not alter the formula either, because the factor $E$ in the integrand cancels it. Thus
\begin{equation}
\varepsilon(i\xi)=\varepsilon_\infty+\frac2\pi\int_0^\infty
\frac{E\,\operatorname{Im}\varepsilon(E)}{E^2+\xi^2}\,dE ,
\end{equation}
where $\varepsilon_\infty$ is the Bruggeman value for $\varepsilon_b$ and $\varepsilon_h$. At imaginary energy both constituents are positive and the left side is unambiguous. For $\xi=1$ eV it is 6.515, and the integral over the physical root agrees to all printed digits. The naive root gives $-6.841$. The host is held constant at all energies here, which tests the model and does not describe SrTiO$_3$ above its gap.

At 1 eV the absorption coefficient $2E\operatorname{Im}\sqrt{\varepsilon}/c$ is $4.65\ \mu\text{m}^{-1}$, so a 50 nm film absorbs $1-e^{-0.232}=21\%$ in a single pass, without reflection or interference. With both included, at normal incidence from air on a substrate of the host index, the film absorbs 16\% and reflects about 29\%. The naive root would give $-11.2\ \mu\text{m}^{-1}$, an amplifying film made of passive materials.

The right root does not make the model accurate for a real stack. The largest uncertainty found here is microstructure. If every grain is surrounded by host, the Maxwell Garnett formula is the more natural model; with the same inputs it gives $7.81+0.42i$ at 1 eV, an imaginary part about six times smaller. This ratio belongs to 1 eV: at 1.6 eV Maxwell Garnett gives $9.88+7.51i$ against $5.02+3.23i$, and the order is reversed. Other changes, each made alone at 1 eV, are smaller. The rough inputs matter most among them: $E_p=6$ or $8$ eV changes $\operatorname{Im}\varepsilon$ by $+23\%$ or $-40\%$, and $f_1=0.07$ or $0.13$ by $-62\%$ or $+62\%$. For grains of 5 nm radius, surface scattering estimated as Fermi velocity over radius, with the free-electron mass, adds 0.155 eV to $\gamma$ and lowers $\operatorname{Im}\varepsilon$ by 9\%. Scaling all of $\gamma$ from 300 to 400 K in proportion to temperature, which overstates the change where defects contribute to the damping, lowers it by 7\%, and a 5\% larger host permittivity raises it by 10\%. Grain shape matters too: for a dilute grain with the field along its long axis, an aspect ratio of 1.5 moves the energy at which $\operatorname{Re}\varepsilon_1$ meets the resonance condition from 1.76 to 1.46 eV. With this damping the absorption peak lies about 0.03 eV higher in both cases. Retardation changes a single grain's electric dipole response by only 0.3\%. In a layer of a few nanometres these grains, 10 nm across, would not fit, and a bulk effective permittivity would lose its meaning. The program also prints estimates of the level spacing in a grain and of tunnelling between grains.

\section*{Values computed for the example and the checks}
\begin{verbatim}
host permittivity (rough): 5.20
metal background permittivity (rough): 5.00
plasma energy, damping (rough): 7.00, 0.30 eV
metal volume fraction: 0.10
grain radius, film thickness: 5.0, 50.0 nm
random passive media tested: 400
wrong roots with 1 continuation steps: 209
wrong roots with 2 continuation steps: 0
wrong roots with 4 continuation steps: 0
wrong roots with 16 continuation steps: 0
wrong roots with 4000 continuation steps: 0
half-plane iteration, largest scaled error: 7.7e-16
lossless window in -e1/e2: 0.5396 to 10.9298
principal-root threshold rho: 5.7347
false jump, formula: 1.147702 eV
false jump, scan: 1.147702 eV
false jump wavelength: 1080.3 nm
principal eps just below jump: 7.4286-6.5814i
principal eps just above jump: 7.4286+3.3958i
physical eps at jump: 7.4286+3.3958i
0.8 eV: metal eps -62.1233+25.1712i
  physical eps 8.5561+1.0975i
  principal eps 17.6071-9.9074i
1.0 eV: metal eps -39.9541+13.4862i
  physical eps 8.3725+2.6859i
  principal eps 10.0314-7.4061i
1.2 eV: metal eps -27.0261+8.0065i
  physical eps 7.0792+3.5073i
  principal eps 7.0792+3.5073i
1.6 eV: metal eps -13.4906+3.4670i
  physical eps 5.0222+3.2345i
  principal eps 5.0222+3.2345i
2.0 eV: metal eps -6.9804+1.7971i
  physical eps 3.9169+2.2755i
  principal eps 3.9169+2.2755i
gain-path test, metal eps -40.0000+5.0000i:
  passive path 8.8620+3.6041i ; gain path 9.5580-5.3541i
positive root at imaginary energy 1.0 eV: 6.515082
dispersion integral, physical: 6.515082
dispersion integral, principal: -6.840993
cancellation test, metal eps: -1.0e+09+1.0e+08i
relative error, direct sum: 4.1e-09
relative error, stable form: 1.2e-17
absorption at 1.0 eV, physical: 4.646 1/um
absorption at 1.0 eV, principal: -11.190 1/um
single-pass absorbed fraction: 0.2073
Maxwell Garnett eps at probe: 7.8078+0.4239i
surface damping: 0.1550 eV; eps 7.8627+2.4340i
eps with damping scaled from 300 to 400 K: 8.0250+2.5111i
eps with host loss 0.05: 8.3180+2.7399i
eps with host permittivity +5%: 8.6423+2.9664i
dilute sphere resonance: 1.7584 eV
aspect-1.5 long-axis resonance: 1.4578 eV
retardation: 0.0032; magnetic/electric: 6.91e-04
level spacing: 0.282 meV; kT at 300 K: 25.85 meV
cubic-array gap: 7.36 nm; 1.0 eV tunnelling: 1.7e-33
boundary-layer share 2R/d: 0.20
\end{verbatim}
